# Slater's half-core-hole estimate from Janak's theorem and its curvature error, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From a fractional occupation to the half-hole estimate

**Q.** Photoemission removes a whole core electron. You want its ionisation energy from a calculation in which half an electron is missing. What could half an electron mean?

**A.** In a mean-field theory it is a parameter in the energy expression. Hold the nuclei fixed and describe the electrons of spin $\sigma$ by the one-particle density matrix

$$
D_\sigma=\sum_i n_{i\sigma}\,|\varphi_{i\sigma}\rangle\langle\varphi_{i\sigma}| ,\qquad \langle\varphi_{i\sigma}|\varphi_{j\sigma}\rangle=\delta_{ij}.
$$

Hartree–Fock theory and Kohn–Sham theory with an approximate functional both give the energy as a functional $E[D_\alpha,D_\beta]$. That expression can be evaluated for occupations between zero and one. I vary one of them, the occupation $n$ of a core orbital $\varphi_c$ with spin $\beta$, and keep all others at zero or one. At each $n$ the orbitals are made self-consistent, which defines $E(n)$. The full core is $n=1$ and the ion with an empty core orbital is $n=0$. The vertical ionisation energy, at unchanged nuclear positions, is

$$
I=E(0)-E(1).
$$

The derivation uses Hartree atomic units, and the numerical energies are in eV.

**Q.** But no molecule has a core occupation of one half. Why should I trust $E(1/2)$?

**A.** You need not assign it to any physical state. Only the end points enter $I$, and both have whole occupations. The values between them form a path, as when a height difference is found by adding up slopes. What I need is that the path is smooth and that its slope is easy to obtain.

**Q.** The slope looks hard. When $n$ changes, every orbital in the molecule changes with it.

**A.** It does, and the effect on the energy cancels to first order. To show this I need the derivative of the energy with respect to the density matrix. Define the Hermitian operator $F_\sigma$ by

$$
\delta E=\sum_\sigma \mathrm{Tr}\,(F_\sigma\,\delta D_\sigma).
$$

In Kohn–Sham theory $F_\sigma$ is the kinetic energy plus the nuclear, Hartree and exchange–correlation potentials. In Hartree–Fock theory the last is replaced by the non-local exchange operator. Both cases are covered, because the argument uses only this definition.

Self-consistency means that $E$ is stationary when the orbitals are rotated among themselves at fixed occupations. Take two orbitals of the same spin, drop the spin label, and let $\eta$ be a small complex number:

$$
\varphi_i\to\varphi_i+\eta\,\varphi_j,\qquad \varphi_j\to\varphi_j-\eta^*\varphi_i .
$$

The minus sign and the conjugate keep the pair orthonormal to first order. The two projectors change by

$$
\delta(|i\rangle\langle i|)=\eta\,|j\rangle\langle i|+\eta^*|i\rangle\langle j| ,\qquad
\delta(|j\rangle\langle j|)=-\eta^*|i\rangle\langle j|-\eta\,|j\rangle\langle i| .
$$

Weight them by $n_i$ and $n_j$, add, and take the trace with $F$. With $F_{ij}=\langle\varphi_i|F|\varphi_j\rangle$ the result is

$$
\delta E=(n_i-n_j)\,(\eta F_{ij}+\eta^*F_{ji})=2(n_i-n_j)\,\mathrm{Re}(\eta F_{ij}).
$$

This must vanish for every small $\eta$, real or imaginary, so

$$
(n_i-n_j)\,F_{ij}=0. \tag{1}
$$

**Q.** What does (1) say about the core orbital?

**A.** For $0<n<1$ every other orbital has occupation zero or one, different from $n$. Hence $F_{jc}=0$ for all $j\neq c$, and $F\varphi_c$ has no component along any other orbital:

$$
F\varphi_c=\varepsilon\,\varphi_c,\qquad \varepsilon(n)=\langle\varphi_c|F|\varphi_c\rangle .
$$

So the partly filled orbital is an eigenvector of $F$. At $n=1$ its occupation equals that of the filled valence orbitals, and (1) no longer forbids mixing among them. The same happens at $n=0$ with the empty orbitals. There I choose the orbitals that diagonalise $F$, which is the continuous limit of the choice forced inside the interval.

**Q.** An ion with an empty core orbital is highly excited, since a valence electron could drop into the hole. Surely you can't call its energy a minimum.

**A.** I don't. Equation (1) follows from stationarity, which a saddle point also satisfies. In practice the hole is kept in place by assigning the occupation $n$ to the core eigenvector of $F$ at each cycle of the calculation. The decay of the hole is absent from this description, and so is the lifetime width of the line.

**Q.** Now the slope, with the orbital changes included.

**A.** Differentiate the density matrices along the path, with a prime for $d/dn$. The explicit change of occupation contributes $|\varphi_c\rangle\langle\varphi_c|$, and the orbitals contribute their derivatives:

$$
\frac{dE}{dn}=\langle\varphi_c|F|\varphi_c\rangle+R,\qquad
R=\sum_i n_i\left(\langle\varphi_i'|F|\varphi_i\rangle+\langle\varphi_i|F|\varphi_i'\rangle\right),
$$

where the sum in $R$ runs over both spins. Within one spin, expand $\varphi_i'=\sum_j\varphi_jA_{ji}$. Differentiating $\langle\varphi_i|\varphi_j\rangle=\delta_{ij}$ gives $A_{ji}^*+A_{ij}=0$. Therefore

$$
R=\sum_{ij}n_i\left(A_{ji}^*F_{ji}+F_{ij}A_{ji}\right)
=\sum_{ij}n_i\left(-A_{ij}F_{ji}+F_{ij}A_{ji}\right).
$$

Exchange the names $i$ and $j$ in the first term, which turns it into $-\sum_{ij}n_jF_{ij}A_{ji}$. Then

$$
R=\sum_{ij}(n_i-n_j)\,F_{ij}A_{ji}=0
$$

by (1). The other spin gives zero in the same way. What remains is Janak's theorem:

$$
\frac{dE}{dn}=\varepsilon(n). \tag{2}
$$

The expansion of $\varphi_i'$ also holds in a finite basis, provided that the basis functions do not change with $n$. They do not here, because the nuclei are fixed.

**Q.** So relaxation of the orbitals has dropped out. Then how can this give a relaxed ionisation energy?

**A.** Relaxation has dropped out of the first derivative at a given $n$. It remains in the way $\varepsilon$ varies with $n$, since $F$ is built from the relaxed orbitals at that occupation. Integrating (2) collects it:

$$
E(1)-E(0)=\int_0^1\varepsilon(n)\,dn,\qquad
I=-\int_0^1\varepsilon(n)\,dn. \tag{3}
$$

The minus sign appears because ionisation runs from $n=1$ to $n=0$. A bound core level has negative $\varepsilon$, so $I$ is positive.

**Q.** That integral needs the orbital energy at many occupations. Why not use the neutral system, where I already have it?

**A.** That replaces the whole curve by its value at one end. Expand about $n=1$:

$$
\varepsilon(n)=\varepsilon(1)+(n-1)\,\varepsilon'(1)+\tfrac12(n-1)^2\varepsilon''(1)+\dots
$$

The integrals of $(n-1)$ and $\tfrac12(n-1)^2$ over the interval are $-\tfrac12$ and $\tfrac16$, so

$$
-\varepsilon(1)-I=-\tfrac12\,\varepsilon'(1)+\tfrac16\,\varepsilon''(1)+\dots \tag{4}
$$

The error starts with the slope of the orbital energy. For the core level calculated in Part 2, the slope has a magnitude of tens of eV.

**Q.** And taking the value in the middle removes the slope?

**A.** Yes, by symmetry. A straight line lies as far above its central value on one side as below it on the other, so its integral is the central value times the width. This gives Slater's half-hole estimate,

$$
S=-\varepsilon(1/2).
$$

It equals $I$ when $\varepsilon$ is linear in $n$, that is, when $E$ is quadratic in $n$.

**Q.** "By symmetry" covers a straight line. What is the error when the curve bends?

**A.** It can be written without truncation if $\varepsilon$ has a continuous second derivative on the closed interval. Consider the integral of $\varepsilon''$ with the weight

$$
K(n)=\begin{cases} n^2/2, & 0\le n\le 1/2,\\ (1-n)^2/2, & 1/2\le n\le 1.\end{cases}
$$

Integrate the left half by parts twice:

$$
\int_0^{1/2}\frac{n^2}{2}\,\varepsilon''\,dn
=\frac{\varepsilon'(1/2)}{8}-\int_0^{1/2}n\,\varepsilon'\,dn
=\frac{\varepsilon'(1/2)}{8}-\frac{\varepsilon(1/2)}{2}+\int_0^{1/2}\varepsilon\,dn .
$$

In the right half the weight falls with $n$, which reverses the sign of the slope term:

$$
\int_{1/2}^{1}\frac{(1-n)^2}{2}\,\varepsilon''\,dn
=-\frac{\varepsilon'(1/2)}{8}+\int_{1/2}^{1}(1-n)\,\varepsilon'\,dn
=-\frac{\varepsilon'(1/2)}{8}-\frac{\varepsilon(1/2)}{2}+\int_{1/2}^{1}\varepsilon\,dn .
$$

Add the two. The slopes cancel, and

$$
\int_0^1\varepsilon\,dn-\varepsilon(1/2)=\int_0^1K(n)\,\varepsilon''(n)\,dn .
$$

By (3) the left side is $S-I$. Hence

$$
S-I=\int_0^1K(n)\,\varepsilon''(n)\,dn. \tag{5}
$$

The weight is nowhere negative, and its integral is $2\times\tfrac12\times\tfrac13(\tfrac12)^3=\tfrac1{24}$. The mean-value theorem then gives

$$
S-I=\frac{\varepsilon''(\xi)}{24}\quad\text{for some }\xi\text{ between 0 and 1}. \tag{6}
$$

If $\varepsilon$ curves upward throughout, Slater's estimate is too high. If it curves downward throughout, the estimate is too low.

**Q.** You don't know $\xi$. In practice you'll insert $\varepsilon''(1/2)$ and call it the leading error. Leading in what small quantity? The interval has width one, and one isn't small.

**A.** The fair way to define the order is to vary the width. Remove only a portion $h$ of the electron, in an interval centred on $n=1/2$, and write $x=n-\tfrac12$. Integrating (2) gives

$$
E\!\left(\tfrac12+\tfrac h2\right)-E\!\left(\tfrac12-\tfrac h2\right)=\int_{-h/2}^{h/2}\varepsilon\!\left(\tfrac12+x\right)dx .
$$

In the Taylor series of $\varepsilon$ the odd powers of $x$ integrate to zero. The even ones need

$$
\int_{-h/2}^{h/2}\frac{x^2}{2}\,dx=\frac{h^3}{24},\qquad
\int_{-h/2}^{h/2}\frac{x^4}{24}\,dx=\frac{1}{24}\cdot\frac25\left(\frac h2\right)^5=\frac{h^5}{1920}.
$$

With derivatives taken at $n=1/2$, the midpoint error $M(h)$ of the partial removal is

$$
M(h)=\int_{-h/2}^{h/2}\varepsilon\,dx-h\,\varepsilon(1/2)=\frac{h^3}{24}\,\varepsilon''+\frac{h^5}{1920}\,\varepsilon''''+\dots \tag{7}
$$

The curvature term leads as $h\to0$, provided that $\varepsilon''(1/2)\neq0$. Ionisation needs $h=1$, where

$$
I=-\varepsilon(1/2)-\frac{\varepsilon''(1/2)}{24}-\frac{\varepsilon''''(1/2)}{1920}-\dots \tag{8}
$$

if the series converges there. Whether its first correction is also most of the error depends on how evenly $\varepsilon$ bends. The theorem does not settle that, and a calculation must.

**Q.** What if there is no smooth path at all?

**A.** Then some part of the argument fails, and it helps to see which. Suppose that at some $n$ the orbitals change character continuously but abruptly, for instance by breaking a symmetry. Then $E$ is continuous and (3) can still be applied piece by piece, but $\varepsilon$ has a kink and (6) is not available. Suppose instead that the calculation jumps to another stationary solution. Then the energy itself has a step, which the integral of $\varepsilon$ misses. A molecule with two equivalent core orbitals invites such trouble, because the hole may be spread over both atoms or localised on one. The whole path must belong to the solution whose end point is wanted.

**Q.** Some calculations don't distinguish the spins. May I take a quarter of an electron from each?

**A.** You may, but the end point changes. Let both core spin-orbitals hold $1-q/2$ electrons, with equal orbital energies $\varepsilon$. Then $dE/dq=-\tfrac12\varepsilon-\tfrac12\varepsilon=-\varepsilon$, and the midpoint $q=1/2$ again gives $-\varepsilon$ as the estimate. The path now ends with half an electron in each core spin-orbital. That is a spin-averaged ion, and its energy in the same mean-field theory need not equal that of an ion with one empty spin-orbital. In Hartree–Fock theory the difference is large. There the repulsion within the core pair is $J$ times the product of the two occupations, where $J$ is the Coulomb repulsion of two electrons in the core orbital. With the same orbitals in both ions, the spin-averaged one therefore lies higher by $J/4$, which is tens of eV for a fluorine 1s orbital. With an approximate density functional the difference is smaller but need not be small: for the fluorine 1s level of Part 2 it is about 10 eV in PBE. Don't use this path in either theory to estimate the energy that the theory gives to an ion with one empty spin-orbital. The example below removes the electron from one spin.

## Part 2. The origin and size of the curvature

The symbols carried over are these. A core orbital $\varphi_c$ of spin $\beta$ holds $n$ electrons, $E(n)$ is the self-consistent energy at fixed nuclei, and $\varepsilon(n)=dE/dn$ is the core orbital energy. The ionisation energy is $I=E(0)-E(1)=-\int_0^1\varepsilon\,dn$, and Slater's estimate is $S=-\varepsilon(1/2)$. Its error is $S-I=\int_0^1K\varepsilon''\,dn$, where $K$ is $n^2/2$ in the lower half of the interval and $(1-n)^2/2$ in the upper half. The expansion of this error begins with $\varepsilon''(1/2)/24+\varepsilon''''(1/2)/1920$.

**Q.** What makes $\varepsilon$ bend? If I knew that, I could guess when to distrust the estimate.

**A.** Separate the explicit dependence on $n$ from the response of the orbitals. Freeze the orbitals at their half-hole form, so that

$$
D_\beta(n)=D_\beta(1/2)+\left(n-\tfrac12\right)|\varphi_c\rangle\langle\varphi_c| ,
$$

and evaluate $\varepsilon_{\rm fr}(n)=\langle\varphi_c|F|\varphi_c\rangle$ with this density matrix. The kinetic and nuclear parts do not depend on $n$. The Hartree potential is linear in the density, so it contributes a constant plus $(n-\tfrac12)J$, with

$$
J=\iint\frac{|\varphi_c(\mathbf r)|^2\,|\varphi_c(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
$$

None of these parts has curvature. In Hartree–Fock theory the exchange energy of the core orbital is also linear in $D_\beta$. Its variable part is

$$
-\left(n-\tfrac12\right)\iint\frac{\varphi_c^*(\mathbf r)\varphi_c(\mathbf r)\,\varphi_c^*(\mathbf r')\varphi_c(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'=-\left(n-\tfrac12\right)J ,
$$

which cancels the Hartree part. The frozen Hartree–Fock level is therefore constant, and all slope and curvature in that theory come from orbital relaxation.

The error of Slater's half-hole estimate has been traced to the curvature of $\varepsilon(n)$, which in Hartree–Fock theory comes entirely from orbital relaxation. What remains is to see what a density functional adds, and to find the size of the error for a real molecule, hydrogen fluoride.
